# Impact-Ionisation Threshold for Direct Parabolic Bands

## Definitions and conventions

The conduction and valence bands both have their edges at $\mathbf k=0$, separated by a direct gap $E_g$. With energies measured from the valence edge,

$$
E_c(\mathbf k)=E_g+\frac{\hbar^2k^2}{2m_c},\qquad
E_v(\mathbf k)=-\frac{\hbar^2k^2}{2m_v}.
$$

Both masses are positive and isotropic. In impact ionisation a fast conduction electron with wavevector $\mathbf k_1$ gives energy to a valence electron with wavevector $\mathbf k_v$, and both end in the conduction band with wavevectors $\mathbf k_a$ and $\mathbf k_b$. No phonon takes part, and no reciprocal-lattice vector is exchanged. Conservation of wavevector and energy then reads

$$
\mathbf k_1+\mathbf k_v=\mathbf k_a+\mathbf k_b,
$$

$$
E_g+\frac{\hbar^2k_1^2}{2m_c}-\frac{\hbar^2k_v^2}{2m_v}
=2E_g+\frac{\hbar^2k_a^2}{2m_c}+\frac{\hbar^2k_b^2}{2m_c}.
$$

The emptied valence state is described as a hole with wavevector $\mathbf k_h=-\mathbf k_v$. Moving the valence terms to the right-hand sides gives

$$
\mathbf k_1=\mathbf k_a+\mathbf k_b+\mathbf k_h, \tag{1}
$$

$$
E_1=E_g+K_f,\qquad
K_f=\frac{\hbar^2k_a^2}{2m_c}+\frac{\hbar^2k_b^2}{2m_c}+\frac{\hbar^2k_h^2}{2m_v}. \tag{2}
$$

Here $E_1=\hbar^2k_1^2/2m_c$ is the kinetic energy of the initiating electron, measured from the conduction edge. The hole's kinetic energy enters with a plus sign, because removing an electron from below the valence edge costs more than removing one from the edge.

The threshold $E_{th}$ is the smallest $E_1$ for which (1) and (2) can both be satisfied. It would equal $E_g$ if all three final particles could be at rest, but (1) forbids this: the initial electron carries momentum, which the final particles must share. The result to be derived is

$$
E_{th}=E_g\,\frac{2m_c+m_v}{m_c+m_v}. \tag{3}
$$

## First derivation: separating the centre-of-mass motion

Let $\mathbf v_i=\hbar\mathbf k_i/m_i$ be the velocities of the three final particles, with $m_a=m_b=m_c$ and $m_h=m_v$. Their total mass is $M=2m_c+m_v$. Define the mean velocity $\mathbf V$ by

$$
M\mathbf V=\sum_i m_i\mathbf v_i=\hbar\mathbf k_1,
$$

where the last equality is (1). Write $\mathbf v_i=\mathbf V+\mathbf u_i$. The definition of $\mathbf V$ implies $\sum_i m_i\mathbf u_i=0$, so the cross term vanishes when the kinetic energy is expanded:

$$
K_f=\tfrac12\sum_i m_i|\mathbf V+\mathbf u_i|^2
=\tfrac12MV^2+\mathbf V\cdot\sum_i m_i\mathbf u_i+\tfrac12\sum_i m_iu_i^2
=\tfrac12MV^2+\tfrac12\sum_i m_iu_i^2 .
$$

The first term is fixed by the initial electron:

$$
\tfrac12MV^2=\frac{\hbar^2k_1^2}{2M}=\frac{m_c}{M}\,\frac{\hbar^2k_1^2}{2m_c}=\frac{m_c}{M}E_1 .
$$

The second term is never negative, so $K_f\ge (m_c/M)E_1$. Inserting this in (2) gives

$$
E_1\ge E_g+\frac{m_c}{M}E_1
\quad\Longrightarrow\quad
E_1\,\frac{M-m_c}{M}\ge E_g .
$$

Since $M-m_c=m_c+m_v$ is positive, division preserves the inequality:

$$
E_1\ge E_g\frac{M}{m_c+m_v}=E_g\frac{2m_c+m_v}{m_c+m_v}.
$$

This shows that the condition is necessary. To show that it is also sufficient, take any $E_1$ satisfying it and choose $\mathbf u_a=\mathbf u$, $\mathbf u_b=-\mathbf u$, $\mathbf u_h=0$. Then $\sum_i m_i\mathbf u_i=0$, so wavevector is conserved, and the internal kinetic energy is $m_cu^2$. Energy is conserved if

$$
m_cu^2=\frac{m_c+m_v}{M}E_1-E_g ,
$$

which has a real solution because the right-hand side is not negative. Every energy from $E_{th}$ upwards is therefore allowed in this model, and (3) is proved.

At threshold $\mathbf u_i=0$, so the three final particles move with one velocity. Their energies are

$$
\tfrac12m_cV^2=\frac{m_c}{M}\,\tfrac12MV^2=\frac{m_c^2}{M^2}E_{th},\qquad
\tfrac12m_vV^2=\frac{m_cm_v}{M^2}E_{th}, \tag{4}
$$

for each electron and for the hole. The two electrons then share one wavevector in one band, so the exclusion principle requires opposite spins.

## Equal masses and the limiting cases

For $m_c=m_v=m$, equation (3) becomes

$$
E_{th}=E_g\frac{3m}{2m}=\frac32E_g .
$$

Each final particle carries $E_{th}/9=E_g/6$. The three together carry $E_g/2$, which is the excess over the gap.

The dependence on the mass ratio is clearest in the form

$$
\frac{E_{th}}{E_g}=1+\frac{m_c}{m_c+m_v}.
$$

The fraction equals one half if and only if $m_v=m_c$, so in this model three-halves is the signature of equal masses. For $m_v\gg m_c$ the threshold approaches $E_g$: a heavy hole absorbs the momentum at little cost in energy. For $m_v\ll m_c$ it approaches $2E_g$: the hole is then of little use as a momentum sink, and the two electrons must carry the momentum.

If a hole starts the process, the final state has two holes and one electron. The derivation is unchanged apart from exchanging the masses, so

$$
E_{th}^{(h)}=E_g\frac{2m_v+m_c}{m_c+m_v},\qquad
E_{th}+E_{th}^{(h)}=E_g\frac{3m_c+3m_v}{m_c+m_v}=3E_g .
$$

A low threshold for one carrier thus implies a high one for the other, within the same pair of bands.

## Second derivation: a constrained minimum

The threshold can also be found by minimising the initial energy over all allowed final states. Let $\varepsilon_e(\mathbf k)$ and $\varepsilon_h(\mathbf k)$ be the kinetic energies of electron and hole, not yet assumed parabolic. Treat $\mathbf k_a,\mathbf k_b,\mathbf k_h$ as independent variables, with $\mathbf k_1$ given by (1). Minimise $\varepsilon_e(\mathbf k_1)$ subject to

$$
G=\varepsilon_e(\mathbf k_1)-E_g-\varepsilon_e(\mathbf k_a)-\varepsilon_e(\mathbf k_b)-\varepsilon_h(\mathbf k_h)=0 .
$$

A change of any final wavevector changes $\mathbf k_1$ by the same amount. With group velocities $\mathbf v=\hbar^{-1}\nabla_{\mathbf k}\varepsilon$, the derivative of $\varepsilon_e(\mathbf k_1)$ with respect to $\mathbf k_j$ is therefore $\hbar\mathbf v_1$, and that of $G$ is $\hbar(\mathbf v_1-\mathbf v_j)$. With a Lagrange multiplier $\lambda$, the stationarity conditions are

$$
\mathbf v_1=\lambda(\mathbf v_1-\mathbf v_j),\qquad j=a,b,h .
$$

For parabolic bands $E_1\ge E_g>0$ ensures $\mathbf v_1\neq0$; for other bands this is assumed here. Then $\lambda$ cannot vanish, and

$$
\mathbf v_j=\left(1-\frac1\lambda\right)\mathbf v_1 .
$$

The right-hand side does not depend on $j$. All three final particles have the same group velocity, which is again called $\mathbf V$.

The multiplier rule requires that the gradient of $G$ not vanish at the minimum. It would vanish if every $\mathbf v_j$ equalled $\mathbf v_1$. For parabolic bands (1) would then give $m_c\mathbf v_1=M\mathbf v_1$, hence $\mathbf v_1=0$ and $E_1=0$, which contradicts $E_1\ge E_g$. The exceptional case does not occur.

For parabolic bands $\hbar\mathbf k_j=m_j\mathbf V$, so $\hbar\mathbf k_1=M\mathbf V$. The condition $G=0$ becomes

$$
\frac{M^2V^2}{2m_c}=E_g+\tfrac12MV^2
\quad\Longrightarrow\quad
\tfrac12MV^2\,\frac{M-m_c}{m_c}=E_g .
$$

Therefore $\tfrac12MV^2=E_gm_c/(m_c+m_v)$, and

$$
E_1=\frac{M}{m_c}\,\tfrac12MV^2=E_g\frac{2m_c+m_v}{m_c+m_v},
$$

in agreement with (3).

It remains to show that this stationary value is the minimum. The state just found satisfies the constraint, so the allowed set is not empty. Among allowed states with $E_1$ no larger than some fixed value, all final kinetic energies are bounded, and so are all wavevectors. The continuous function $E_1$ therefore attains a minimum on this closed and bounded set. The minimum must be stationary, and every stationary point has the energy (3).

## What each derivation assumes

The first derivation uses the quadratic form of the kinetic energy from the start, because only then is momentum equal to mass times velocity and the cross term zero. In return it gives a bound valid for all final states, and it shows directly that every higher energy is allowed.

The second derivation needs only differentiable bands to reach the equal-velocity condition, provided that a minimum exists and that neither $\mathbf v_1$ nor the gradient of $G$ vanishes there. Parabolicity enters afterwards, when velocities are turned into energies. By itself the condition does not guarantee that any allowed state exists, and this omission matters once the bands are nonparabolic.

To see this, let electrons and holes have the same edge mass $m$ and the same nonparabolicity $\alpha$:

$$
\varepsilon(1+\alpha\varepsilon)=\frac{\hbar^2k^2}{2m}.
$$

Set $a=1/(2\alpha)$ and multiply by $2a$. Completing the square gives

$$
(\varepsilon+a)^2=a^2+x^2,\qquad \mathbf x=\sqrt{2a\,\frac{\hbar^2}{2m}}\;\mathbf k .
$$

The triangle inequality for the vectors $(a,\mathbf x_j)$, whose sum is $(3a,\mathbf x_1)$, reads

$$
\sum_j\sqrt{a^2+x_j^2}\ \ge\ \sqrt{9a^2+x_1^2}\equiv S_3 ,
$$

with equality when each $\mathbf x_j=\mathbf x_1/3$. With $S_1=\sqrt{a^2+x_1^2}$, the process is possible if $S_1-a\ge E_g+S_3-3a$, that is, if

$$
S_3-S_1\le 2a-E_g=2a(1-s),\qquad s=\alpha E_g=\frac{E_g}{2a}.
$$

The left-hand side equals $8a^2/(S_3+S_1)$. It is always positive and falls towards zero as $k_1$ grows. For $s<1$ there is a threshold, where equality holds and

$$
S_3+S_1=\frac{8a^2}{2a(1-s)}=\frac{4a}{1-s}.
$$

Subtracting $S_3-S_1=2a(1-s)$ and halving gives $S_1=2a/(1-s)-a(1-s)$. Then, using $2as=E_g$,

$$
E_{th}=S_1-a=\frac{2as}{1-s}+as=E_g\left(\frac12+\frac1{1-\alpha E_g}\right). \tag{5}
$$

At $\alpha=0$ this is $\tfrac32E_g$. For $\alpha E_g=0.1$, $0.2$ and $0.5$ it gives $1.61$, $1.75$ and $2.50$ gaps, and direct numerical minimisation over the final wavevectors gives the same values. As $\alpha E_g\to1$ the threshold diverges.

The case $\alpha E_g=1$ is the symmetric two-band model, in which the bands lie at $\pm\sqrt{E_g^2/4+\hbar^2w^2k^2}$ about midgap, with $w$ a constant velocity. Subtracting the edge energy gives $\varepsilon(1+\varepsilon/E_g)=\hbar^2w^2k^2/E_g$, which has the assumed form. The condition would be $S_3-S_1\le0$, which no wavevector satisfies. Impact ionisation is then forbidden at every energy, although the masses are equal. Equal edge masses alone thus do not guarantee the three-halves rule: its derivation also needs parabolic bands, and for the initial electron this means up to $1.5E_g$.

## A narrow-gap example

Take rough, rounded parameters in the regime of InAs at 300 K: $E_g=0.35$ eV, electron and light-hole masses $0.025\,m_0$, and heavy-hole mass $0.40\,m_0$. For the light hole, (3) gives

$$
E_{th}=0.35\times\frac{0.075}{0.050}=0.525\ \text{eV},
$$

with $58.3$ meV for each final particle. For the heavy hole,

$$
E_{th}=0.35\times\frac{0.450}{0.425}=0.371\ \text{eV}.
$$

By (4), each electron then has $(0.025/0.45)^2\times371\approx1.1$ meV and the hole has $18.3$ meV. The hole takes most of the kinetic energy because, at a common velocity, energy is shared in proportion to mass. The heavy-hole channel opens first. Started by a heavy hole instead, the same pair of parabolic bands has a threshold of $0.679$ eV, and the two values add up to $3E_g=1.05$ eV. The starting hole would then have a wavevector of about a quarter of $2\pi$ divided by the lattice constant, where a parabolic heavy-hole band is no longer reliable. This value illustrates the sum rule and is not a prediction for InAs.

In real InAs parabolicity fails badly for the electrons and light holes, since the small electron and light-hole masses come largely from the coupling of these bands across the gap. In the symmetric two-band model an electron at the wavevector of the parabolic light-hole threshold, $0.587\ \text{nm}^{-1}$, has only $0.288$ eV, less than the gap, and falls $0.215$ eV short of the least final energy. The value $0.525$ eV is therefore a property of the parabolic model and not a prediction for InAs. The closure of this channel in the two-band model is not a prediction either. That model omits the split-off band, roughly $0.39$ eV below the valence edge, which flattens the light-hole band at large wavevector. In a Kane model that includes it, the light-hole channel opens again at roughly $0.6$ to $0.7$ eV, close to the satellite valleys. The heavy-hole channel is more robust. With two-band electrons and a parabolic heavy hole, its threshold rises from $0.371$ to $0.397$ eV, or by 7 %; direct minimisation and the equal-velocity condition agree on this value. Including the split-off band in the electron dispersion lowers it by about 4 meV, to $0.393$ eV.

The other neglected effects can be sized for the heavy-hole channel, with the remaining parameters held fixed and, unless stated otherwise, with parabolic bands:

- **Anisotropy.** Replacing the heavy-hole mass by $0.30$ or $0.90\,m_0$, a rough range for different directions, gives $0.377$ or $0.359$ eV. With two-band electrons the same masses give $0.415$ and $0.370$ eV, shifts of $+18$ and $-27$ meV from $0.397$ eV, so the parabolic shifts of $+6$ and $-11$ meV are underestimates.
- **Temperature.** A rough gap slope of $0.25$ meV/K raises the gap to $0.406$ eV at 77 K and the threshold to $0.430$ eV.
- **Phonons.** A phonon can take up the momentum and leave the final particles at the band edges. For an optical phonon of roughly 30 meV the lower limit is then $0.32$ eV with absorption and $0.38$ eV with emission, so absorption permits ionisation below the threshold (3). An acoustic phonon of the required wavevector costs only about 1 meV, so even its emission permits ionisation from about $0.351$ eV.
- **Field.** At $0.03$ MV/cm an electron that starts at rest and does not collide gains $0.371$ eV over $124$ nm. The energy scale of the field, $(\hbar^2q^2F^2/2m_c)^{1/3}$ with $q$ the elementary charge and $F$ the field, is $24$ meV. This scale describes an electron near rest and understates the effect for the fast initial electron, whose energy mismatch accumulates a phase of one radian over the last 60 to 90 meV below the threshold. The near-rest scale is thus a lower estimate. It is not small compared with the $21$ meV by which the parabolic threshold exceeds the gap, or with the $47$ meV found with two-band electrons, so the threshold should not be read as a sharp edge at this field.
- **Tunnelling.** The two-band interband tunnelling exponent at this field is $44$, which makes the tunnelling probability very small.
- **Occupied final states.** At an equilibrium electron density of $10^{15}\ \text{cm}^{-3}$ and 300 K, the final electron states are about 1 % occupied, so blocking is weak.

The satellite valleys, roughly $0.7$ eV above the conduction edge, lie above both parabolic electron-initiated thresholds. At these two parabolic thresholds the initial electron wavevectors are about 5 to 6 % of $2\pi/a_0$, where $a_0$ is the lattice constant, which supports the neglect of reciprocal-lattice vectors for them.

All these thresholds state where ionisation becomes kinematically possible. How fast it proceeds above them depends on the Coulomb matrix element and the density of final states, which the conservation laws do not determine. The main computed values are collected in the numerical output below.

## Numbers as computed

```
Equal masses, threshold/gap by diagonalisation: 1.500000
Largest relative error of constrained search: 8.7e-14
Random final states allowed at 0.95 threshold: 0
Random final states allowed at 1.20 threshold: 622
Input gap: 0.35 eV
Input masses e, lh, hh: 0.025, 0.025, 0.40 m0
[light hole] electron threshold: 0.5250 eV
[light hole] threshold/gap: 1.5000
[light hole] initial wavevector: 0.5869 1/nm
[light hole] same / (2 pi/a): 0.0570
[light hole] common final velocity: 9.060e+07 cm/s
[light hole] each final electron: 58.33 meV
[light hole] final hole: 58.33 meV
[light hole] hole-initiated threshold: 0.5250 eV
[heavy hole] electron threshold: 0.3706 eV
[heavy hole] threshold/gap: 1.0588
[heavy hole] initial wavevector: 0.4931 1/nm
[heavy hole] same / (2 pi/a): 0.0479
[heavy hole] common final velocity: 1.269e+07 cm/s
[heavy hole] each final electron: 1.14 meV
[heavy hole] final hole: 18.30 meV
[heavy hole] hole-initiated threshold: 0.6794 eV
Equal masses, alpha*Eg = 0.1: threshold/gap 1.6111
Equal masses, alpha*Eg = 0.2: threshold/gap 1.7500
Equal masses, alpha*Eg = 0.5: threshold/gap 2.5000
Two-band model, initial energy at light-hole k: 0.2880 eV
Two-band model, missing energy at that k: 0.2148 eV
Two-band model, missing energy at 4 times that k: 0.0697 eV
Heavy hole, nonparabolic electrons: 0.3970 eV
  rise over parabolic value: 7.1 %
Parabolic threshold for heavy-hole mass 0.30 m0: 0.3769 eV
Parabolic threshold for heavy-hole mass 0.90 m0: 0.3595 eV
Gap at 77 K (rough slope 0.25 meV/K): 0.406 eV
Heavy-hole threshold at 77 K, same masses: 0.430 eV
Rough optical phonon energy: 30 meV
Heavy-hole threshold minus gap: 20.6 meV
Gap minus / plus one phonon: 0.320 / 0.380 eV
Field: 0.03 MV/cm
Collision-free path to heavy-hole threshold: 124 nm
Airy energy scale of the field: 23.9 meV
Interband tunnelling exponent: 43.9
Thermal energy at 300 K: 25.85 meV
Occupation of final electron state at 1e+15 cm^-3: 0.0096
Rough satellite-valley energy above the edge: 0.7 eV
```
